# Direct spin pumping by linear and circular microwaves in uniaxial antiferromagnets

## Definitions and conventions

The magnet has two equal sublattices with unit moment vectors $\mathbf m_1$ and $\mathbf m_2$. At rest $\mathbf m_1=+\hat z$ and $\mathbf m_2=-\hat z$, where $z$ is the easy axis. The exchange field is $B_E$, the easy-axis field is $B_A$, the Gilbert damping is $\alpha$, and there is at first no static field. With $\gamma>0$,

$$\dot{\mathbf m}_i=-\gamma\,\mathbf m_i\times\mathbf B_i+\alpha\,\mathbf m_i\times\dot{\mathbf m}_i,\qquad \mathbf B_1=-B_E\mathbf m_2+B_A m_{1z}\hat z+\mathbf b(t),$$

and $\mathbf B_2$ follows by exchanging the labels. The microwave field $\mathbf b$ is uniform and perpendicular to $z$. Transverse vectors are written as complex numbers, for example $b_+=b_x+ib_y$. Any transverse field of frequency $\omega>0$ is then

$$b_+=h_Re^{i\omega t}+h_Le^{-i\omega t}.$$

The first part turns counterclockwise seen from $+z$ (looking down towards the origin), the second clockwise. Linear polarization means $|h_R|=|h_L|$. A linear field $b\cos\omega t$ along $x$ has $h_R=h_L=b/2$.

A metal touches the magnet. The angular momentum per area and time entering it is taken from the standard interface law for slow precession,

$$\mathbf j=\frac{\hbar}{4\pi}\left(g_1\mathbf m_1\times\dot{\mathbf m}_1+g_2\mathbf m_2\times\dot{\mathbf m}_2\right),\qquad g=g_1+g_2,$$

where $g$ is an effective mixing conductance per area that already contains backflow. Terms proportional to $\dot{\mathbf m}_i$ are left out. Their time average vanishes in periodic motion, and in the alternating current of a compensated contact they nearly cancel between the sublattices. Scattering terms that mix the sublattices are neglected.

The sign is fixed by the damping. Electron spin points opposite to the moment, so sublattice $i$ carries angular momentum $-\hbar S\mathbf m_i$ per site. An extra damping $\alpha'\mathbf m_i\times\dot{\mathbf m}_i$ changes it by $-\hbar S\alpha'\mathbf m_i\times\dot{\mathbf m}_i$. The metal receives the opposite amount, $+\hbar S\alpha'\mathbf m_i\times\dot{\mathbf m}_i$. Counterclockwise precession therefore sends positive $z$ angular momentum into the metal.

Define $\mathbf n=(\mathbf m_1-\mathbf m_2)/2$ and $\mathbf m=(\mathbf m_1+\mathbf m_2)/2$. Substituting $\mathbf m_{1,2}=\mathbf m\pm\mathbf n$ gives

$$\mathbf j=\frac{\hbar}{4\pi}\left[g(\mathbf n\times\dot{\mathbf n}+\mathbf m\times\dot{\mathbf m})+(g_1-g_2)(\mathbf n\times\dot{\mathbf m}+\mathbf m\times\dot{\mathbf n})\right].$$

A compensated contact has $g_1=g_2$, and the second bracket drops out.

## What happens

For a compensated contact and zero static field, the direct current is proportional to $|h_R|^2-|h_L|^2$. Linear driving excites both rotations equally and their direct currents cancel. Circular driving excites one rotation, and the current has the sign of that rotation. The statement needs rotational symmetry about the easy axis, no static field along it, and equal coupling of the two sublattices to the metal. An alternating current survives under linear driving.

## Why: the small-angle response

For any two vectors, $(\mathbf m\times\mathbf B)_+=i(m_zB_+-B_zm_+)$. On sublattice 1, to first order, $m_z=1$, $B_z=B_E+B_A$ and $B_+=-B_Em_{2+}+b_+$. On sublattice 2, $m_z=-1$, $B_z=-(B_E+B_A)$ and $B_+=-B_Em_{1+}+b_+$. With $\omega_E=\gamma B_E$ and $\omega_A=\gamma B_A$,

$$\dot m_{1+}=i[(\omega_E+\omega_A)m_{1+}+\omega_Em_{2+}-\gamma b_+]+i\alpha\dot m_{1+},$$
$$\dot m_{2+}=-i[(\omega_E+\omega_A)m_{2+}+\omega_Em_{1+}-\gamma b_+]-i\alpha\dot m_{2+}.$$

Half the difference and half the sum of these equations are

$$\dot n_+=i[(2\omega_E+\omega_A)m_+-\gamma b_+]+i\alpha\dot m_+,\qquad \dot m_+=i\omega_An_++i\alpha\dot n_+.$$

Take one rotating component, $b_+=he^{i\nu t}$ with $\nu=\pm\omega$. The second equation gives $\nu m_+=(\omega_A+i\alpha\nu)n_+$. The first gives $\nu n_+=(2\omega_E+\omega_A+i\alpha\nu)m_+-\gamma h$. Eliminating $m_+$,

$$n_+=\frac{\gamma h\nu}{D(\nu)},\qquad m_+=\frac{\gamma h(\omega_A+i\alpha\nu)}{D(\nu)},$$
$$D(\nu)=(2\omega_E+\omega_A+i\alpha\nu)(\omega_A+i\alpha\nu)-\nu^2 .$$

A counterclockwise field produces counterclockwise motion alone, because the equations never couple $n_+$ to its complex conjugate. This is the rotational symmetry at work.

Without damping, $D=0$ at $\nu=\pm\omega_0$ with

$$\omega_0^2=\omega_A(2\omega_E+\omega_A).$$

The two modes have equal frequency and opposite rotation. In each mode $m_+=\omega_An_+/\nu$, so

$$\frac{m_{1+}}{m_{2+}}=\frac{m_++n_+}{m_+-n_+}=\frac{\omega_A+\nu}{\omega_A-\nu}.$$

The ratio is negative because $\omega_0>\omega_A$. The transverse moments are half a turn apart, but both sublattices turn in the same sense. Since $\mathbf m_i\times\dot{\mathbf m}_i$ does not change sign when $\mathbf m_i$ is reversed, their pumped currents add. The opposite equilibrium moments are therefore not what cancels the current under linear driving.

Now use both field components. Write $n_+=N_Re^{i\omega t}+N_Le^{-i\omega t}$. The $z$ component of the cross product is $n_x\dot n_y-n_y\dot n_x=\mathrm{Im}(n_+^*\dot n_+)$, and

$$n_+^*\dot n_+=i\omega\left[|N_R|^2-|N_L|^2+X-X^*\right],\qquad X=N_L^*N_Re^{2i\omega t}.$$

The difference $X-X^*$ is imaginary, so after multiplication by $i\omega$ it is real and has no imaginary part. Thus

$$(\mathbf n\times\dot{\mathbf n})_z=\omega(|N_R|^2-|N_L|^2),$$

with no ripple at $2\omega$. The same algebra holds for $\mathbf m$. Because $D(-\omega)=D(\omega)^*$, the two rotations have the same $|D|$. Adding the two contributions gives, to second order in the drive,

$$j_z=\frac{\hbar g}{4\pi}\,\frac{\gamma^2\omega[\omega^2(1+\alpha^2)+\omega_A^2]}{|D(\omega)|^2}\left(|h_R|^2-|h_L|^2\right).$$

For an elliptical field $b_x=b_1\cos\omega t$, $b_y=b_2\sin\omega t$, one has $h_{R,L}=(b_1\pm b_2)/2$. The last factor is $b_1b_2$: it vanishes when either axis of the ellipse vanishes and changes sign with handedness.

## Larger angles: when the cancellation survives

Let the linear field lie along $x$. A half turn about $x$ leaves this axial vector unchanged and reverses the $y$ and $z$ components of each moment. It carries $\mathbf m_1$ near $+z$ to the neighbourhood of $-z$. Exchanging the sublattice labels then restores the original arrangement, and the equations of motion are unchanged. The combined operation reverses $j_z$. If the steady motion shares this symmetry, $j_z(t)=-j_z(t)=0$ at every instant.

A half turn about $z$ reverses the drive, which equals a shift by half a period. A steady motion with this second symmetry has transverse currents that change sign after half a period, so their mean vanishes too. A drive strong enough to make the motion choose a less symmetric state escapes both arguments, and such states exist, as for a pendulum that starts to whirl under a planar push. With $B_E=5$ T, $B_A=1$ T and $\alpha=0.05$, a linear field of 0.6 T at $0.9\,\omega_0$ gives a mean $|j_z|$ of about 0.6 of the small-angle circular current. With $\alpha=0.01$, a field of 0.14 T at $0.95\,\omega_0$ is already enough, at tilts near 0.5 rad. The tilts of the example further below are about a thousand times smaller.

A nonlinear integration tested a case with $B_E=5$ T, $B_A=1$ T, $\alpha=0.05$ and a linear field of about 0.14 T at resonance. It started from unsymmetrical tilts. After the transient, the largest $|j_z|$ was $1.6\times10^{-12}$ of the small-angle circular current for equal mean-square field.

The alternating part is first order: $\mathbf n\times\dot{\mathbf n}\simeq\hat z\times\dot{\mathbf n}$. It lies in the transverse plane and oscillates at $\omega$.

## Energy without angular momentum

Sum the $z$ components of the equations of motion. Exchange torques cancel between the sublattices, and the easy-axis field exerts no torque about its own axis. In a steady state the mean of $\sum_i\dot m_{iz}$ is zero, hence

$$\gamma\Big\langle\sum_i(\mathbf m_i\times\mathbf b)_z\Big\rangle=\alpha\Big\langle\sum_i(\mathbf m_i\times\dot{\mathbf m}_i)_z\Big\rangle .$$

The drive must supply the angular momentum that damping removes, including the part removed by the metal. Let $\mu$ be the moment of each sublattice, $L=\mu\langle\sum_i(\mathbf m_i\times\mathbf b)_z\rangle$ the mean torque and $P=-\mu\langle\sum_i\mathbf m_i\cdot\dot{\mathbf b}\rangle$ the mean power. A counterclockwise field obeys $\dot{\mathbf b}=\omega\hat z\times\mathbf b$. Since $-\mathbf m_i\cdot(\hat z\times\mathbf b)=(\mathbf m_i\times\mathbf b)_z$,

$$P=\omega L .$$

For clockwise rotation $P=-\omega L$. A linear field is an equal sum of both. In the small-angle response the powers add and the torques subtract, so at equal mean-square field it delivers the same power as a circular field and no mean torque.

## How large: an example in the range of chromium oxide on platinum

The parameters are rough, round values for a Cr$_2$O$_3$ film under platinum, with the easy axis in the film plane: $B_E=250$ T, $B_A=0.07$ T, $\alpha=5\times10^{-4}$, film thickness 50 nm and $g=3$ nm$^{-2}$. The circular field amplitude is $h=0.10$ mT at the magnet. The linear field of equal power has amplitude $\sqrt2h=0.14$ mT. This is a strong drive at such a frequency: a free travelling circular wave with this field carries $ch^2/\mu_0\simeq240$ W/cm$^2$. Such a wave travels along $z$, and its electric field has an amplitude of 30 kV/m along the metal strip used below. Without screening, the ohmic loss in that strip would be about 750 W/cm$^2$, far too much for steady operation at low temperature. A resonant structure that reduces the electric field at the metal, or short pulses, would be needed. The electric field cannot be removed entirely, because the oscillating magnetic component along the film normal induces eddy currents in the metal. For a narrow strip of width $w$ and sheet resistance $R_s=60\ \Omega$ they dissipate $(\omega h)^2w^2/(24R_s)$ per area, about 75 mW/cm$^2$ for $w=10\ \mu$m. For widths near 100 $\mu$m they also screen that component. Heating of the metal by the microwave is not included in what follows.

The resonance is at

$$\omega_0/\gamma=\sqrt{0.07\times500.07}\ \mathrm T=5.92\ \mathrm T,$$

or 165.6 GHz with $\gamma/2\pi=27.99$ GHz/T. Near resonance and for small damping, $D\simeq2\omega_0(\omega_0-\omega+i\Gamma)$ with

$$\Gamma=\alpha(\omega_E+\omega_A).$$

This is the half linewidth of the squared amplitude: $\Gamma/\gamma=125$ mT, or 3.50 GHz. At resonance the Néel vector is tilted by

$$|n_+|\simeq\frac{\gamma h}{2\Gamma}=\frac{0.10\ \mathrm{mT}}{2\times125\ \mathrm{mT}}=4.0\times10^{-4}\ \mathrm{rad}.$$

The sublattice cone ratio is 1.024. The small $|\mathbf m|^2$ term can be dropped here, and the counterclockwise current is

$$\frac{j_z}{\hbar}\simeq\frac{g}{4\pi}\omega_0|n_+|^2=\frac{3}{4\pi}\times1.04\times10^{12}\times1.60\times10^{-7}\simeq4.0\times10^4\ \mathrm{nm^{-2}s^{-1}}.$$

Multiplication by $2e$ gives 1.27 A/cm$^2$ in charge-current units. Clockwise driving gives $-1.27$ A/cm$^2$, and linear driving gives zero to numerical precision. The transverse alternating current under linear driving has amplitude $\sqrt2/|n_+|$ times the circular direct current, about 4500 A/cm$^2$. It is much larger because it is first order in the angle, but it reverses every half period.

In the metal, spin diffusion over length $\lambda$ gives $j''=j/\lambda^2$ along the normal coordinate $\xi$. With the pumped value $j_z$ at the contact and no flow through the far face at $\xi=d$,

$$j(\xi)=j_z\frac{\sinh[(d-\xi)/\lambda]}{\sinh(d/\lambda)},\qquad \frac{\bar j}{j_z}=\frac{\lambda}{d}\,\frac{\cosh(d/\lambda)-1}{\sinh(d/\lambda)}=\frac{\lambda}{d}\tanh\frac{d}{2\lambda}.$$

For $\lambda=1.5$ nm and $d=5$ nm the average factor is 0.279. In an open strip, an electric field balances the inverse spin Hall current. With spin Hall angle 0.10, resistivity 30 $\mu\Omega$ cm and strip length 1.0 mm,

$$|V|=0.10\times(3\times10^{-5}\,\Omega\,\mathrm{cm})\times0.10\,\mathrm{cm}\times0.279\times1.27\,\mathrm{A/cm^2}\simeq1.1\times10^2\ \mathrm{nV}.$$

The voltage is proportional to the microwave intensity, so a free travelling wave of 1 W/cm$^2$ would give only about 0.4 nV, even if the metal left its magnetic field unchanged. The voltage reverses with handedness. Its absolute sign also depends on the stacking order and the contact labels. The strip must run perpendicular to $z$ in the film plane. An easy axis along the film normal would make spin polarization and flow parallel, and the ordinary inverse spin Hall effect would give no voltage.

## When linear driving does pump

**Unequal contact.** Let $p=(g_1-g_2)/g$. For one rotation, the additional cross products give

$$(\mathbf n\times\dot{\mathbf m}+\mathbf m\times\dot{\mathbf n})_z=2\nu\,\mathrm{Re}(n_+^*m_+)=2\omega_A|n_+|^2,$$

where $m_+=(\omega_A+i\alpha\nu)n_+/\nu$ was used. This does not change sign with $\nu$, so the two rotations add in the mean. At equal power, linear driving gives the fraction

$$\frac{2p\,\omega\omega_A}{\omega^2(1+\alpha^2)+\omega_A^2}$$

of the compensated circular current. For $p=1$ at resonance it is 2.4% in the example, and for $p=-1$ it is $-2.4$%. Reversing the Néel order reverses this current, while reversing the microwave handedness does not.

**Static field along the axis.** A field $B_0$ adds $i\gamma B_0m_{i+}$ to both rates. In the response this replaces $\nu$ by $\nu'=\nu-\gamma B_0$, except in the damping terms. The counterclockwise mode moves to $\omega_0+\gamma B_0$ and the clockwise mode to $\omega_0-\gamma B_0$. For a small shift, put $x=(\omega-\omega_0)/\Gamma$ and $\epsilon=\gamma B_0/\Gamma$. Relative to the zero-field circular current at resonance, linear driving of equal power gives the fraction

$$\frac12\left[\frac1{1+(x-\epsilon)^2}-\frac1{1+(x+\epsilon)^2}\right]\simeq\frac{2x\epsilon}{(1+x^2)^2}.$$

Its extrema are $\pm0.65\,\epsilon$ at $x=\pm1/\sqrt3$. A stray field of 10 mT has $\epsilon=0.08$, hence about 5.2%. The full response gives magnitudes of 5.4% below resonance and 5.0% above it.

At 1 T the modes are well separated. On either resonance $|\nu'|=\omega_0$, but the damping contains the actual frequency, so $|n_+|\simeq\gamma|h_{R,L}|\omega_0/(2\Gamma\omega)$. The resonant component has half the total squared field, and the current relative to zero-field circular driving is $\pm\omega_0/(2\omega)$. This is $5.92/(2\times6.92)=43$% for the upper mode and $-5.92/(2\times4.92)=-60$% for the lower. The full values are 42.5% and $-60.1$%. Here the magnet selects the rotation, although the microwave remains linear.

**Shape of the film.** Let $x$ be the film normal. The dynamic moment produces a demagnetizing field $-2B_dm_x\hat x$, where $B_d=0.73$ T is the value for one sublattice. It breaks rotational symmetry about the in-plane easy axis. Taking real and imaginary parts of the earlier equations shows that $b_x$ drives the pair $(m_x,n_y)$ and $b_y$ drives $(m_y,n_x)$. In the first pair $2\omega_E+\omega_A$ becomes $2\omega_E+\omega_A+2\gamma B_d$. Complex amplitudes for $e^{i\omega t}$ are

$$n_x=\frac{i\gamma\omega b_y}{D_0},\qquad n_y=-\frac{i\gamma\omega b_x}{D_1},$$

where $D_0=D(\omega)$ and $D_1$ contains the raised stiffness. In each eigenmode $\mathbf n$ now swings along a line, and the two mode frequencies are separated by $\Delta\simeq\omega_A\gamma B_d/\omega_0$, here 0.243 GHz. The mean current follows from

$$\langle n_x\dot n_y-n_y\dot n_x\rangle=-\omega\,\mathrm{Im}(n_x^*n_y)=\gamma^2\omega^3\,\mathrm{Im}\frac{b_y^*b_x}{D_0^*D_1}.$$

Midway between the modes, $D_{0,1}\simeq2\omega_0(\mp\Delta/2+i\Gamma)$. Put $s=\Delta/(2\Gamma)$. A linear field at angle $\phi$ from the normal, with power equal to the circular drive, has $b_y^*b_x=h^2\sin2\phi$. Relative to the ideal circular current,

$$\frac{j_{\rm lin}}{j_0}\simeq\frac{2s\sin2\phi}{(1+s^2)^2},\qquad \frac{j_{\rm circ}}{j_0}\simeq\frac{1-s^2}{(1+s^2)^2}.$$

In the example $s=0.243/(2\times3.50)=0.035$. These formulas give 6.9% for linear driving at $45^\circ$ and 99.6% for circular driving. The full response gives 6.9% and 99.4%. Linear driving along the normal or along $y$ still gives zero, because one of the two orthogonal motions is absent.

## The model beside a real device

An exchange field of hundreds of tesla, a much smaller anisotropy field and a resonance somewhat above 160 GHz are the rough low-temperature scales of Cr$_2$O$_3$. The damping, mixing conductance and spin Hall angle depend strongly on the sample and are chosen here, so the voltage is an order-of-magnitude estimate. Real films can break the assumed contact balance and axial symmetry. For the stated parameters, one-sublattice contact and film shape change the linear result from zero to at most 2.4% and 6.9% of the circular current, respectively, at the frequencies considered. The resonance fixes only the product $B_EB_A$, and the stated pair gives a transverse susceptibility of $2.9\times10^{-3}$, roughly twice what is usually reported for bulk crystals. The pair $B_E=500$ T, $B_A=0.035$ T has the same resonance. At equal linewidth it halves these fractions to 1.2% and 3.5%, and at equal $\alpha$ it lowers the circular current fourfold. Strain could add another in-plane anisotropy, which is not included. Cr$_2$O$_3$ is also magnetoelectric, which the model omits. A static estimate makes an electric field $E=cb$ act like a drive component of order a tenth of $b$. In phase with $b$ it only rotates the polarization. In quadrature, as in a standing wave, a component of relative size $r$ makes the drive elliptical and gives the fraction $2r$ of the circular current. Its sign reverses with the Néel order, like that of the contact term.

As long as $s<1/\sqrt3$, a narrower line raises the $45^\circ$ signal midway between the modes, relative to the ideal circular current. With the other parameters fixed and $\alpha$ reduced fourfold, $s=0.139$ and the $45^\circ$ signal is about 27% of the ideal circular current at the same damping. The contact itself limits such a reduction. Equating $\hbar g/(8\pi)$ to $\hbar Sn_st\alpha'$, with $S=1.5$, $n_s=21$ nm$^{-3}$ sites per sublattice and $t=50$ nm, gives $\alpha'=7.6\times10^{-5}$. This is 15% of the total damping used.

At 10 K the thermal occupation is about 0.8 quanta per uniform mode, so thermal motion is not negligible beside the quantum scale. In zero field the two modes are equally occupied in equilibrium. Thermal changes of the magnetic parameters are omitted.

## What to do about it

To isolate handedness-dependent pumping, reverse the circular polarization at fixed local power and take half the voltage difference. Without a static field along the axis, the contact-imbalance term cancels, as does a heating voltage that depends on absorbed power alone. A stray axial field makes the two rotations absorb unequally away from resonance. For 10 mT and a detuning of about $0.6\,\Gamma$, roughly 7% of such a heating voltage remains in half the difference. The magnet in the example absorbs 2.9 mW/cm$^2$ for either circular or linear driving (ohmic loss in the metal comes on top and can be much larger), so a linear null does not mean that the resonance was missed.

The polarization must be known at the magnet. The metal can alter the two field components. With axial symmetry the current follows the local product $b_1b_2$ of the ellipse axes. Film shape adds a part proportional to $(b_1^2-b_2^2)\sin2\phi$ when the $b_1$ axis is tilted by $\phi$ from the film normal, which matters most for a nearly linear field. The free-space wavelength is 1.8 mm, comparable with the strip length, so field uniformity also needs checking.

If linear driving gives a direct voltage, three changes help separate the causes within this model. Rotating the polarization in the plane perpendicular to $z$ reveals the $\sin2\phi$ shape term. Reversing the Néel order at fixed field changes the sign of the contact term. Sweeping frequency through resonance reveals the two-sided stray-field signal. For the example's linewidth, keeping that signal below about 1% requires $B_0\lesssim0.01\times125/0.65\simeq2$ mT. If circular microwaves are unavailable, an axial field below the spin-flop transition that splits the modes by several linewidths lets a linear source select either sign by frequency. The remaining values are in the numerical output.

## Table of computed values

```
exchange field B_E = 250 T
easy-axis field B_A = 0.07 T
total Gilbert damping alpha = 5.0e-04 (dimensionless)
spin per site S = 1.5 (units of hbar)
sites per sublattice = 21 per nm3
magnet thickness = 50 nm
effective mixing conductance g = 3.0 per nm2
circular drive amplitude h = 0.10 mT
equal-power linear amplitude = 0.1414 mT
spin Hall angle = 0.10 (dimensionless)
metal spin diffusion length = 1.5 nm
metal thickness = 5.0 nm
metal resistivity = 30 microohm cm
strip length = 1.0 mm
temperature = 10 K
gamma/2pi = 27.992 GHz/T
resonance field omega0/gamma = 5.916 T
resonance frequency = 165.6 GHz
free-space wavelength = 1.81 mm
half linewidth = 3.50 GHz
half linewidth as field = 125.0 mT
cone ratio, sublattice 1 to 2, ccw mode = 1.0239
Neel precession amplitude, circular = 0.3999 mrad
pumped rate, ccw = 3.973e+04 hbar/(nm2 s)
spin current x 2e/hbar, ccw = 1.2731 A/cm2
spin current x 2e/hbar, cw = -1.2731 A/cm2
linear/circular direct current = 2.6e-14 (numerical zero)
alternating current amplitude, linear = 4501.8 A/cm2
strong linear drive residue = 1.6e-12 (numerical zero)
absorbed power, circular = 2.8765 mW/cm2
absorbed power, linear/circular = 1.00000
omega x torque / power, circular = 1.00000
metal thickness average factor = 0.2793
inverse spin Hall voltage, ccw = 106.69 nV
inverse spin Hall voltage, cw = -106.69 nV
one-sublattice contact, linear leak = 2.37 % of circular
other sublattice, linear leak = -2.37 % of circular
10 mT stray field, largest linear leak = 5.36 %
1 T field, linear drive, upper mode = 42.5 % of circular
1 T field, linear drive, lower mode = -60.1 % of circular
sublattice demagnetizing field = 0.734 T
demagnetization mode splitting = 0.243 GHz
film, linear drive at +45 deg = 6.90 % of ideal circular
film, circular drive = 99.42 % of ideal circular
interface part of damping = 7.58e-05 (dimensionless)
interface share of total damping = 15.2 %
magnon quantum = 0.685 meV
thermal occupation per mode = 0.824
```
